# The Berglund relation: surface potential from low-frequency MOS capacitance

An interface-trap density can be extracted from the low-frequency capacitance of a metal-oxide-semiconductor capacitor by removing the effect of the oxide and subtracting the semiconductor's own capacitance, which depends on the surface potential. The practical decision is which measured capacitance curve may be integrated to turn the gate-voltage axis into a surface-potential axis, and whether the doping and the traps must be known first. The low-frequency curve serves, and neither has to be known:

$$
\psi_s(V_2)-\psi_s(V_1)=\int_{V_1}^{V_2}\left(1-\frac{C_{LF}(V_G)}{C_{ox}}\right)dV_G .
$$

Here $V_G$ is the gate voltage relative to the grounded substrate, and $\psi_s$ is the electrostatic potential at the semiconductor surface minus that in the neutral bulk, so that positive $\psi_s$ means bands bent downward. All charges and capacitances are per unit area. The oxide has thickness $t$, permittivity $\varepsilon_{ox}$ and capacitance $C_{ox}=\varepsilon_{ox}/t$. With $Q_G$ the charge on the gate, the low-frequency capacitance is $C_{LF}=dQ_G/dV_G$, the slope taken along the sequence of equilibrium states: at each bias, electrons, holes and interface traps have all settled.

The capacitor is taken as laterally uniform, with a metallic gate in which no potential drops and an oxide that does not leak. The applied voltage is then shared between the oxide and the semiconductor:

$$
V_G=\phi_{ms}+V_{ox}+\psi_s ,
$$

where $V_{ox}$ is the potential at the gate side of the oxide minus that at the semiconductor side, and the constant $\phi_{ms}$ is the work-function difference between gate and bulk, expressed as a voltage.

The oxide voltage follows from Gauss's law. Let $x$ run from the gate, $x=0$, to the interface, $x=t$, and let $\rho(x)$ be the charge density inside the oxide. There is no field inside the metal, so a box from the metal to depth $x$ gives

$$
\varepsilon_{ox}E(x)=Q_G+\int_0^x\rho(x')\,dx' .
$$

Integrating the field across the oxide,

$$
V_{ox}=\int_0^tE\,dx=\frac{Q_G t}{\varepsilon_{ox}}+\frac{1}{\varepsilon_{ox}}\int_0^tdx\int_0^xdx'\,\rho(x') .
$$

In the double integral a given $x'$ is counted for every $x$ between $x'$ and $t$, a range of length $t-x'$. Exchanging the order of integration therefore gives

$$
V_{ox}=\frac{Q_G+M}{C_{ox}},\qquad M=\int_0^t\left(1-\frac{x}{t}\right)\rho(x)\,dx .
$$

Inserting this in the voltage balance and solving for the gate charge,

$$
Q_G=C_{ox}\,(V_G-\phi_{ms}-\psi_s)-M .
$$

The charge in the semiconductor and in the interface traps does not appear separately: its whole effect on the gate charge passes through $\psi_s$. If the oxide charge does not change with bias, $M$ is constant, and differentiation along the equilibrium curve gives

$$
C_{LF}=C_{ox}\left(1-\frac{d\psi_s}{dV_G}\right)
\quad\Longrightarrow\quad
\frac{d\psi_s}{dV_G}=1-\frac{C_{LF}}{C_{ox}} .
$$

Integrating from $V_1$ to $V_2$ proves the relation. No carrier statistics, doping profile or trap distribution was used.

The integrand can be understood from the charge on the other side of the oxide. Let $Q_s$ be the semiconductor charge, $Q_{it}$ the trap charge and $Q_{ox}=\int_0^t\rho\,dx$. Neutrality requires $Q_G+Q_{ox}+Q_s+Q_{it}=0$. With $Q_{ox}$ fixed, and with the definitions $C_s=-dQ_s/d\psi_s$ and $C_{it}=-dQ_{it}/d\psi_s$,

$$
dQ_G=-dQ_s-dQ_{it}=(C_s+C_{it})\,d\psi_s .
$$

The oxide side gives $dQ_G=C_{ox}(dV_G-d\psi_s)$. Equating the two,

$$
\frac{d\psi_s}{dV_G}=\frac{C_{ox}}{C_{ox}+C_s+C_{it}},\qquad
C_{LF}=\frac{C_{ox}(C_s+C_{it})}{C_{ox}+C_s+C_{it}} .
$$

The integrand is thus the fraction of a voltage step that falls across the semiconductor. At a given surface potential, traps raise $C_{LF}$ and reduce $d\psi_s/dV_G$; the measured curve already contains this effect. At a given gate voltage, $C_{LF}$ can be higher or lower than it would be without traps, because $\psi_s$ is then different too.

For a definite case, take a uniformly doped p-type semiconductor with Boltzmann carriers. Let $p_0$ and $n_0$ be the bulk hole and electron densities, $V_t=k_BT/q$ and $u=\psi/V_t$. Bulk neutrality fixes the acceptor density as $N_A=p_0-n_0$, so the charge density is

$$
\rho_s(\psi)=q\left[p_0(e^{-u}-1)-n_0(e^{u}-1)\right].
$$

Multiply Poisson's equation $\psi''=-\rho_s/\varepsilon_s$ by $\psi'$ and integrate from the bulk, where $\psi$ and $\psi'$ vanish, to the surface. With $E_s$ the surface field pointing into the semiconductor and $u_s=\psi_s/V_t$,

$$
E_s^2=-\frac{2}{\varepsilon_s}\int_0^{\psi_s}\rho_s\,d\psi
=\frac{2qV_t}{\varepsilon_s}\left[p_0(e^{-u_s}+u_s-1)+n_0(e^{u_s}-u_s-1)\right].
$$

The field has the sign of $\psi_s$, and Gauss's law gives $Q_s=-\varepsilon_sE_s$. Differentiating the first equality, $2E_s\,dE_s/d\psi_s=-2\rho_s(\psi_s)/\varepsilon_s$, so that

$$
C_s=\varepsilon_s\frac{dE_s}{d\psi_s}=-\frac{\rho_s(\psi_s)}{E_s}.
$$

Since $\rho_s$ and $E_s$ have opposite signs, $C_s>0$. Also $C_{it}\ge0$, because raising $\psi_s$ lowers the trap levels relative to the Fermi level and fills them with electrons. In this model, therefore, $0<d\psi_s/dV_G<1$, and each gate voltage has its own surface potential.

Two limits of $C_s$ are useful. In depletion, with $\psi_s$ several $V_t$ and few electrons at the surface, $\rho_s\simeq-qN_A$ and the bracket is close to $N_A(u_s-1)$, hence

$$
C_s\simeq\sqrt{\frac{\varepsilon_sqN_A}{2(\psi_s-V_t)}} .
$$

In strong accumulation the term $p_0e^{-u_s}$ dominates, so $|Q_s|\propto e^{-u_s/2}$ and $C_s\simeq|Q_s|/(2V_t)$. Between two such biases $a$ and $b$,

$$
\psi_s(b)-\psi_s(a)\simeq2V_t\ln\frac{|Q_s(a)|}{|Q_s(b)|} .
$$

The surface potential moves logarithmically with charge, and $C_{LF}$ approaches $C_{ox}$ slowly.

The relation gives a change; an absolute surface potential needs one reference bias. At flat band $\psi_s=0$ and $Q_s=0$, so neutrality gives $Q_G=-Q_{ox}-Q_{it}(0)$. Putting this into $V_{ox}=(Q_G+M)/C_{ox}$ leaves the weight $(1-x/t)-1=-x/t$ on the oxide charge:

$$
V_{FB}=\phi_{ms}-\frac{Q_{it}(0)}{C_{ox}}-\frac{1}{C_{ox}}\int_0^t\frac{x}{t}\rho(x)\,dx .
$$

Then $\psi_s(V)$ is the integral of $1-C_{LF}/C_{ox}$ from $V_{FB}$ to $V$. This reference, unlike the change, does require knowledge of the charges or a separate determination of $V_{FB}$.

As a worked example, take round parameters at 300 K: $V_t=25.85$ mV, a 10 nm oxide of relative permittivity 4, and a semiconductor of relative permittivity 12 with $N_A=10^{17}$ cm$^{-3}$ and intrinsic density $n_i=10^{10}$ cm$^{-3}$. Then $C_{ox}=0.3542$ µF/cm$^2$. The work-function term is $-0.50$ V, and a sheet of $2\times10^{11}$ positive elementary charges per cm$^2$ sits at $x/t=0.75$.

The traps have the uniform density $D_{it}=5\times10^{11}$ cm$^{-2}$ eV$^{-1}$ within $w=0.50$ eV of midgap. Those below midgap are donor-like, positive when empty; those above are acceptor-like, negative when filled. Let $\phi_B=V_t\ln(p_0/n_i)=0.4167$ V. At the surface the Fermi level lies at $\eta=\psi_s-\phi_B$ above midgap, in electronvolts when $\eta$ is in volts. With all traps empty the charge is $qD_{it}w$, and each captured electron removes one unit. Integrating the Fermi function over the band of traps gives

$$
Q_{it}=qD_{it}\left[w-V_t\ln\frac{1+e^{(\eta+w)/V_t}}{1+e^{(\eta-w)/V_t}}\right],
$$

where energies divided by $q$ are written in volts. At flat band $\eta=-0.4167$ V. The logarithmic term is 0.084 V, so $Q_{it}(0)/C_{ox}$ is $0.0801\times(0.500-0.084)/0.3542=0.094$ V, with $qD_{it}=0.0801$ µF/cm$^2$. The oxide sheet contributes $0.75\times0.0320/0.3542=0.068$ V, its charge being 0.0320 µC/cm$^2$. Hence

$$
V_{FB}=-0.500-0.094-0.068=-0.662\ \text{V}.
$$

The surface potential was found by solving Poisson's equation numerically through oxide and semiconductor at each bias. The capacitance was found separately, from the change in summed semiconductor and trap charge between two nearby gate voltages, and was then integrated by Gauss quadrature. Some points of the sweep are:

| $V_G$ (V) | $C_{LF}/C_{ox}$ | $\psi_s$ (V) | integral from $-2.5$ V (V) |
|---:|---:|---:|---:|
| −2.5 | 0.970 | −0.155 | 0 |
| −2.0 | 0.959 | −0.138 | 0.017 |
| 0.0 | 0.416 | 0.312 | 0.467 |
| 0.5 | 0.361 | 0.620 | 0.775 |
| 2.5 | 0.973 | 0.994 | 1.149 |

Over the full sweep the area under $C_{LF}/C_{ox}$ is 3.851 V. The integral is therefore $5.000-3.851=1.149$ V, while the potentials from Poisson's equation give $0.994-(-0.155)=1.149$ V. At the 51 compared biases the two roads differ by at most 0.1 µV. That figure measures the consistency of the relation, the finite-difference capacitance and the quadrature, not the accuracy of the device model: both roads use the same spatial grid, on which Gauss's law also holds. A partial check on the grid comes from the series formula with the analytic $C_s$, evaluated at the numerical surface potentials. It agrees with the numerical capacitance to within 0.008 % of the latter at the compared biases; this tests the capacitance at a given $\psi_s$, not $\psi_s$ itself. Evaluating the same model from the analytic $E_s(\psi_s)$, with no spatial grid, moves $\psi_s$ at the ends of the sweep by less than 0.1 mV and gives a total change of 1.1496 V instead of 1.1495 V, so the last digit of the potentials and full-sweep integrals quoted here is uncertain by one unit. Integration from the calculated flat-band voltage to 2.5 V gives 0.994 V, as it should.

The size of the integral can be seen by hand. Between 0 and 0.5 V the integrand runs from $1-0.416=0.584$ to $1-0.361=0.639$. The trapezoid rule gives $0.5\times(0.584+0.639)/2=0.306$ V; the finer quadrature gives $0.775-0.467=0.308$ V. More than half of each voltage step here falls across the semiconductor.

In accumulation the logarithmic law applies. Neglecting the change in trap charge, $|Q_s|/C_{ox}=|V_G-V_{FB}-\psi_s|$, which is 1.683 V at $V_G=-2.5$ V and 1.200 V at $-2.0$ V. The predicted change is $2\times0.02585\times\ln(1.683/1.200)=0.0175$ V, against 0.0173 V from the integral. Part of this closeness is cancellation: including the change in trap charge, $|Q_s|/C_{ox}$ is 1.664 V and 1.182 V, and the logarithmic law gives 0.0177 V, about 2 % high because the term $u_s-1$ in the bracket was dropped.

The surface potential can now do the work for which it was wanted. Solving the series formula for the trap capacitance,

$$
C_{it}=\frac{C_{LF}}{1-C_{LF}/C_{ox}}-C_s .
$$

At $V_G=0$ the first term is $0.3542\times0.4161/0.5839=0.2524$ µF/cm$^2$. With $\psi_s=0.3125$ V the depletion formula gives $C_s=0.1723$ µF/cm$^2$. The difference, 0.080 µF/cm$^2$, divided by $q$ returns the trap density put in, $5.0\times10^{11}$ cm$^{-2}$ eV$^{-1}$. This last step, unlike the integral for the change in surface potential, does need the doping.

It also shows how much accuracy is required. Since $C_s\propto(\psi_s-V_t)^{-1/2}$, an error $\delta\psi_s$ changes $C_s$ by the relative amount $-\delta\psi_s/[2(\psi_s-V_t)]$ to first order. For $\delta\psi_s=30$ mV this is $-0.030/(2\times0.287)=-5$ %, or $-0.009$ µF/cm$^2$. With $C_{LF}$ and $C_{ox}$ held fixed, the inferred trap density rises by about a tenth of its value.

One source of such an error is the oxide capacitance itself. Suppose $(1+a)C_{ox}$ is used in place of $C_{ox}$. Because $1/(1+a)=1-a/(1+a)$,

$$
\int_{V_1}^{V_2}\left[1-\frac{C_{LF}}{(1+a)C_{ox}}\right]dV_G
=\Delta\psi_s+\frac{a}{1+a}\int_{V_1}^{V_2}\frac{C_{LF}}{C_{ox}}\,dV_G ,
$$

and the last integral equals $\Delta V_G-\Delta\psi_s$ by the relation itself. For $a=0.01$ the excess is $(0.01/1.01)\times3.851=0.038$ V, in agreement with the numerical integral, 1.188 V instead of 1.149 V. A 1 % error in $C_{ox}$ has become a 3.3 % error in the change of surface potential. The error density is proportional to $C_{LF}$, so it accumulates fastest in accumulation and strong inversion, where the true integrand is small. Starting the integration near the region of interest reduces it.

The need for low frequency can be stated precisely. For a small fast signal $\delta V$ added to a steady bias, the oxide equation still holds with $M$ fixed, and the measured capacitance obeys

$$
\frac{C}{C_{ox}}=1-\frac{\delta\psi_s}{\delta V} .
$$

But $\delta\psi_s/\delta V$ is now the response with some charges frozen, whereas the integral needs the slope $d\psi_s/dV_G$ between settled states. To see the direction of the error, let $z$ be depth into the semiconductor and let $\kappa(z)\ge0$ be minus the derivative of the responding charge density with respect to potential. The signal potential, scaled to a surface value of one, is $f(z)$ with $\varepsilon_sf''=\kappa f$, $f(0)=1$ and $f\to0$ in the bulk. The charge response of the semiconductor per unit surface potential is

$$
C_r=-\varepsilon_sf'(0)=\int_0^\infty\left[\varepsilon_s f'^2+\kappa f^2\right]dz ,
$$

where the second form follows on multiplying the equation by $f$ and integrating by parts. The equation for $f$ is also the condition that this integral be a minimum among functions with the same end values. Lowering $\kappa$ anywhere lowers the integral for every trial function, or leaves it unchanged, so it cannot raise the minimum. Freezing carriers point by point therefore cannot increase $C_r$. In a real inversion layer at high frequency only the total electron charge is fixed, and the electrons redistribute under a uniform shift $\varphi$ of their quasi-Fermi potential. The electron part $\kappa_nf^2$ of the integrand then becomes $\kappa_n(f-\varphi)^2$, and the condition of fixed total charge, $\int\kappa_n(f-\varphi)\,dz=0$, is the condition that the integral be a minimum in $\varphi$ as well. Since $\varphi=0$ is the equilibrium case, $C_r$ again cannot increase. Freezing traps removes the nonnegative $C_{it}$. The total capacitance falls or stays the same, and for $V_2>V_1$ the integral is too large or unchanged.

In the example, freezing the traps alone gives 1.284 V, an excess of 0.134 V over the true change. Freezing the traps and also the minority electrons point by point gives 2.429 V, more than twice the true change; fixing only the total electron charge and letting it redistribute gives 2.426 V. In both cases the steady bias state was still the equilibrium one; the failure comes from the signal response alone. Where the frozen charges would not have responded appreciably anyway, as for minority electrons in accumulation, their freezing does no appreciable harm.

The oxide charge must also stay put. If it moves or changes with bias, $M$ depends on $V_G$, and differentiating the gate charge gives an extra term:

$$
\frac{dQ_G}{dV_G}=C_{ox}\left(1-\frac{d\psi_s}{dV_G}\right)-\frac{dM}{dV_G}.
$$

Dividing by $C_{ox}$, subtracting from one and integrating,

$$
\int_{V_1}^{V_2}\left(1-\frac{1}{C_{ox}}\frac{dQ_G}{dV_G}\right)dV_G=\Delta\psi_s+\frac{\Delta M}{C_{ox}} .
$$

If the sheet at $x/t=0.75$ gains another $2\times10^{11}$ elementary charges per cm$^2$ during the sweep, the extra term is $0.25\times0.0320/0.3542=0.0226$ V. The numerical integral is 1.1739 V and the true change 1.1513 V, which differ by this amount. The weight $1-x/t$ vanishes at the interface. Charge that changes there does not spoil the relation, which is why equilibrium interface traps need no correction, while the same change of charge deeper in the oxide does.

A gate with band bending of its own breaks the assumption of a metallic gate. If a potential $\psi_g$ drops inside it, the voltage balance contains $\psi_s+\psi_g$ in place of $\psi_s$, and the same derivation gives the change of that sum. The capacitance curve alone cannot divide it between gate and substrate.

The example uses Boltzmann carriers and leaves out quantum confinement, both of which affect the calculated capacitance in strong accumulation and inversion. At $V_G=\mp2.5$ V the model's surface densities reach $4\times10^{19}$ holes and $5\times10^{19}$ electrons per cm$^3$, with the Fermi level 0.57 to 0.58 eV from midgap, where a silicon-like material is degenerate. The end rows of the table and the check of the logarithmic law therefore describe the model, not a real device. The relation does not inherit these approximations, since it rests on the voltage balance and Gauss's law in the oxide. The numerical output lists the sweep in steps of 0.5 V.

## Computed values

```
temperature: 300 K; thermal voltage: 25.852 mV
relative permittivity, oxide: 4.0
relative permittivity, semiconductor: 12.0
oxide thickness: 10.0 nm
acceptor density: 1.0e+17 cm^-3
intrinsic density: 1.0e+10 cm^-3
gate-bulk work-function term phi_ms: -0.50 V
trap density: 5.0e+11 cm^-2 eV^-1
trap band half-width about midgap: 0.50 eV
fixed oxide charge: 2.0e+11 elementary charges cm^-2
its position x/t from the gate: 0.75
oxide capacitance: 0.3542 uF/cm^2
bulk potential phi_B: 0.4167 V
V_G (V) | C_LF/C_ox | psi_s Poisson (V) | change, Poisson (V) | integral (V)
 -2.50 | 0.9704 | -0.15497 | 0.00000 | 0.00000
 -2.00 | 0.9592 | -0.13764 | 0.01732 | 0.01732
 -1.50 | 0.9359 | -0.11224 | 0.04272 | 0.04272
 -1.00 | 0.8667 | -0.06654 | 0.08843 | 0.08843
 -0.50 | 0.5998 |  0.05544 | 0.21041 | 0.21041
  0.00 | 0.4161 |  0.31249 | 0.46745 | 0.46745
  0.50 | 0.3607 |  0.62017 | 0.77514 | 0.77514
  1.00 | 0.7625 |  0.89697 | 1.05194 | 1.05194
  1.50 | 0.9363 |  0.95418 | 1.10915 | 1.10915
  2.00 | 0.9620 |  0.97844 | 1.13341 | 1.13341
  2.50 | 0.9726 |  0.99450 | 1.14947 | 1.14947
largest deviation along sweep: 0.0978 uV
gate voltage span: 5.00 V
integral of C_LF/C_ox over the span: 3.85053 V
smallest sampled C_LF/C_ox: 0.3516
  at gate voltage: 0.683 V
largest relative error of series formula: 0.008 %
flat-band voltage: -0.66188 V
psi_s(V2) integrated from flat band: 0.99450 V
integral with traps frozen: 1.28379 V
integral with traps and minority carriers frozen: 2.42905 V
drift of oxide charge: 2.0e+11 elementary charges cm^-2
integral with drift: 1.17391 V
true change with drift: 1.15130 V
predicted drift term: 0.02262 V
assumed excess in C_ox: 1.0 %
integral with wrong C_ox: 1.18759 V
predicted excess from wrong C_ox: 38.124 mV
```
